# Uniformisation for surface kinetics: nonnegative coverages with a known truncation error: test program

```python
"""Uniformisation of linear surface kinetics.

Result under test: for d(theta)/dt = K theta, with nonnegative off-diagonal
rates and zero column sums, exp(K t) theta0 = sum_m w_m P^m theta0.
Here P = I + K/clock, clock >= largest exit rate, q = clock*t and w_m is
the Poisson probability of m ticks at mean q. Cutting the sum after tick M
leaves nonnegative coverages and a 1-norm error equal to Pr(N > M).
K[i, j] is the rate from state j to state i, in 1/s.
States: bare As site, molecular adduct, methylated Ga, methyl-free Ga.
The example parameters are rough values for trimethylgallium on GaAs(001).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.stats import poisson

mp.mp.dps = 40


def poisson_weights(q):
    """Weights from the largest outward, and tail[m] = Pr(N > m)."""
    mode = int(q)
    top = int(q + 12 * np.sqrt(q) + 50)
    upper = np.cumprod(q / np.arange(mode + 1, top + 1))
    lower = np.cumprod(np.arange(mode, 0, -1) / q)[::-1]
    weights = np.concatenate((lower, [1.0], upper))
    weights /= weights.sum()
    tail = np.append(np.cumsum(weights[::-1])[::-1][1:], 0.0)
    return weights, tail


def tick_matrix(K, clock):
    P = K / clock
    np.fill_diagonal(P, 1.0 + np.diag(K) / clock)
    return P


def uniformise(K, start, time, tolerance=1e-10, last=None, clock=None):
    """Return the cut sum, its Poisson tail, last tick and mean tick count."""
    if clock is None:
        clock = np.max(-np.diag(K))
    q = clock * time
    P = tick_matrix(K, clock)
    weights, tail = poisson_weights(q)
    if last is None:
        last = int(np.argmax(tail <= tolerance))
    vector = np.array(start, dtype=float)
    total = weights[0] * vector
    for m in range(1, last + 1):
        vector = P @ vector
        total = total + weights[m] * vector
    return total, tail[last], last, q


def close_columns(rates):
    K = np.array(rates, dtype=float)
    np.fill_diagonal(K, 0.0)
    np.fill_diagonal(K, -K.sum(axis=0))
    return K


def reference(K, start, time):
    """High-precision matrix exponential, independent of the tick series."""
    n = len(start)
    A = mp.matrix(n, n)
    for j in range(n):
        for i in range(n):
            if i != j:
                A[i, j] = mp.mpf(float(K[i, j]))
                A[j, j] -= A[i, j]
    result = mp.expm(A * mp.mpf(time)) * mp.matrix([float(x) for x in start])
    return np.array([float(x) for x in result])


# Rough model parameters
temperature = 720.0          # K, surface
gas_temperature = 300.0      # K
pressure = 1e-4              # Torr
lattice = 0.565              # nm
mass = 114.8                 # u
prefactor = 1e13             # 1/s
trapping = 0.5               # probability on a bare site
remethylation = 0.05         # probability per impact on methyl-free Ga
E_desorb, E_react, E_methyl, E_loss = 1.30, 1.35, 1.90, 2.10   # eV
pulse, purge, early = 1.0, 1.0, 0.2                           # s

site_density = 2 / (lattice * 1e-9)**2
flux = pressure * const.torr / np.sqrt(
    2 * np.pi * mass * const.atomic_mass * const.k * gas_temperature)
impacts = flux / site_density


def thermal_energy(T):
    return const.k * T / const.e


def surface_rates(T, gas=1.0):
    """Adsorb, desorb, react, lose methyl, lose GaCH3, regain methyl."""
    kT = thermal_energy(T)
    desorb, react, methyl, loss = prefactor * np.exp(
        -np.array([E_desorb, E_react, E_methyl, E_loss]) / kT)
    return (gas * trapping * impacts, desorb, react, methyl, loss,
            gas * remethylation * impacts)


def surface_generator(rates):
    adsorb, desorb, react, methyl, loss, regain = rates
    return close_columns([[0, desorb, loss, 0],
                          [adsorb, 0, 0, 0],
                          [0, react, 0, regain],
                          [0, 0, methyl, 0]])


rates_on = surface_rates(temperature)
K_on = surface_generator(rates_on)
K_off = surface_generator(surface_rates(temperature, gas=0.0))
adsorb, desorb, react, methyl, loss, regain = rates_on
clock = np.max(-np.diag(K_on))
bare = np.array([1.0, 0, 0, 0])
adduct = np.array([0, 1.0, 0, 0])

# Error equality, lower bound and rescaling bound on random generators
rng = np.random.default_rng(7)
for trial in range(40):
    K = close_columns(rng.random((5, 5)) * (rng.random((5, 5)) < 0.6))
    start = rng.random(5)
    start /= start.sum()
    mean = rng.uniform(0.2, 20)
    time = mean / np.max(-np.diag(K))
    cut = int(rng.integers(0, int(mean) + 6))
    partial, _, _, q = uniformise(K, start, time, last=cut)
    exact = expm(K * time) @ start
    missing = poisson.sf(cut, q)
    assert partial.min() >= 0
    assert np.min(exact - partial) > -1e-12
    assert abs(np.abs(exact - partial).sum() - missing) < 1e-11
    rescaled = partial / partial.sum()
    assert np.abs(rescaled - exact).sum() <= 2 * missing + 1e-11

# One irreversible step attains the factor two
K = close_columns([[0, 0], [1, 0]])
partial, _, _, q = uniformise(K, [1, 0], 0.7, last=0)
sharp = np.abs(partial / partial.sum() - expm(0.7 * K) @ [1, 0]).sum()
sharp_ratio = sharp / poisson.sf(0, q)
assert abs(sharp_ratio - 2) < 1e-12

# Full pulse: error equality at several cuts, then a tight calculation
exact_pulse = reference(K_on, bare, pulse)
cut_records = []
for tolerance in (1e-2, 1e-4, 1e-6):
    partial, _, last, q_pulse = uniformise(K_on, bare, pulse, tolerance)
    error = np.abs(exact_pulse - partial).sum()
    missing = poisson.sf(last, q_pulse)
    assert abs(error - missing) < 1e-10
    cut_records.append((last, error, missing))
after_pulse, tail_pulse, last_pulse, q_pulse = uniformise(K_on, bare, pulse)
assert after_pulse.min() >= 0
assert np.abs(after_pulse - exact_pulse).sum() < tail_pulse + 2e-11
tight = uniformise(K_on, bare, pulse, 1e-14)[0]
relative_error = np.max(np.abs(tight / exact_pulse - 1))
assert relative_error < 1e-9
k = last_pulse + 1
prior_bound = np.exp(k - q_pulse - k * np.log(k / q_pulse))
assert poisson.sf(last_pulse, q_pulse) <= prior_bound
for mean, cut in ((0.5, 2), (5.0, 9), (80.0, 110)):
    k = cut + 1
    assert poisson.sf(cut, mean) <= np.exp(k - mean - k * np.log(k / mean))

# A faster clock changes the work, not the answer
double, _, last_double, _ = uniformise(K_on, bare, pulse, clock=2 * clock)
assert np.abs(double - exact_pulse).sum() < 2e-10
assert last_double > 1.8 * last_pulse

# Too slow a clock: negative partial sum, but correct full series
short = 4 / clock
negative = uniformise(K_on, adduct, short, last=1, clock=clock / 2)[0]
full = uniformise(K_on, adduct, short, last=60, clock=clock / 2)[0]
assert negative.min() < -0.01
assert np.abs(full - reference(K_on, adduct, short)).sum() < 1e-11

# Cancellation in a direct Taylor sum in double precision
taylor_time = 40 / clock
term = adduct.copy()
taylor = term.copy()
for m in range(1, 300):
    term = K_on @ term * (taylor_time / m)
    taylor = taylor + term
exact_short = reference(K_on, adduct, taylor_time)
taylor_error = np.abs(taylor - exact_short).sum()
series_error = np.abs(uniformise(
    K_on, adduct, taylor_time, 1e-15)[0] - exact_short).sum()
assert taylor_error > 1e-3
assert series_error < 1e-12

# Pulse followed by purge: errors combine through the retained totals
exact_cycle = reference(K_off, exact_pulse, purge)
coarse, loss_one, _, _ = uniformise(K_on, bare, pulse, 1e-2)
coarse, loss_two, _, _ = uniformise(K_off, coarse, purge, 2e-2)
cycle_error = np.abs(exact_cycle - coarse).sum()
combined = 1 - (1 - loss_one) * (1 - loss_two)
assert abs(cycle_error - combined) < 1e-10
after_purge, _, last_purge, _ = uniformise(K_off, after_pulse, purge)
assert np.abs(after_purge - exact_cycle).sum() < 3e-10

# Fast precursor exchange gives one effective Langmuir rate
effective = adsorb * react / (desorb + react)
uptake = np.array([[-adsorb, desorb], [adsorb, -(desorb + react)]])
slow = np.min(-np.linalg.eigvals(uptake).real)
assert abs(slow / effective - 1) < adsorb / (desorb + react)

# Sizes of neglected effects, by a separate stiff solver
repulsion, neighbours = 0.02, 4       # eV per neighbour, count
blocking = 0.5                        # blocked share at full methyl cover
rise_time = 0.05                      # s
migration_gain = 0.20                 # eV, desorption minus hopping barrier
offset = 5.0                          # K


def gallium_by_solver(effect):
    T = temperature + (offset if effect == "offset" else 0)
    base = surface_rates(T)
    kT = thermal_energy(T)

    def change(t, c):
        a, d, r, me, lo, re = base
        filled = c[2] + c[3]
        if effect == "repulsion":
            d = d * np.exp(neighbours * repulsion * filled / kT)
        if effect == "blocking":
            a = a * (1 - blocking * c[2])
        if effect == "rise":
            gas = 1 - np.exp(-t / rise_time)
            a, re = a * gas, re * gas
        if effect == "migration":
            hops = np.exp(migration_gain / kT)
            a = a * (1 + filled * hops / (1 + hops * c[0]))
        return [-a * c[0] + d * c[1] + lo * c[2],
                a * c[0] - (d + r) * c[1],
                r * c[1] - (me + lo) * c[2] + re * c[3],
                me * c[2] - re * c[3]]

    run = solve_ivp(change, (0, pulse), bare, method="Radau",
                    t_eval=[early, pulse], rtol=1e-8, atol=1e-11)
    assert run.success
    return run.y[2] + run.y[3]


early_cover = uniformise(K_on, bare, early)[0]
gallium = np.array([early_cover[2:].sum(), after_pulse[2:].sum()])
assert np.max(np.abs(gallium_by_solver("none") - gallium)) < 1e-6
effects = {name: gallium_by_solver(name) - gallium for name in
           ("repulsion", "blocking", "migration", "rise", "offset")}
diameter = 0.7                        # nm, rough molecular size
free_path = const.k * gas_temperature / (
    np.sqrt(2) * np.pi * (diameter * 1e-9)**2 * pressure * const.torr)
weak_energy = 1.0                     # eV
weak_count = pulse * (react + prefactor * np.exp(
    -weak_energy / thermal_energy(temperature)))

# Printed example
print(f"surface, gas temperature: {temperature:.0f}, {gas_temperature:.0f} K")
print(f"pressure: {pressure:.1e} Torr; molecular mass: {mass:.1f} u")
print(f"lattice constant: {lattice:.3f} nm; prefactor: {prefactor:.0e} 1/s")
print("barriers desorb, react, methyl loss, GaCH3 loss: "
      f"{E_desorb:.2f}, {E_react:.2f}, {E_methyl:.2f}, {E_loss:.2f} eV")
print(f"trapping, remethylation probabilities: {trapping}, {remethylation}")
print(f"pulse, purge, early time: {pulse}, {purge}, {early} s")
print(f"site density: {site_density * 1e-4:.3e} 1/cm2")
print(f"impact flux: {flux * 1e-4:.3e} 1/(cm2 s)")
print(f"impacts per site: {impacts:.3f} 1/s")
print(f"adsorb, desorb, react: {adsorb:.3f}, {desorb:.2f}, {react:.2f} 1/s")
print("methyl loss, GaCH3 loss, methyl regain: "
      f"{methyl:.4f}, {loss:.5f}, {regain:.4f} 1/s")
print(f"clock rate: {clock:.2f} 1/s")

demo_time = 1e-4
P_demo = tick_matrix(K_on, clock)
demo_weights, demo_tail = poisson_weights(clock * demo_time)
print(f"short case from adduct: t = {demo_time * 1e3:.1f} ms, "
      f"q = {clock * demo_time:.5f}")
vector = adduct.copy()
for m in range(4):
    print(f"tick {m}: weight {demo_weights[m]:.6f}, state "
          + " ".join(f"{x:.6f}" for x in vector))
    vector = P_demo @ vector
demo_cut = uniformise(K_on, adduct, demo_time, last=3)[0]
demo_exact = reference(K_on, adduct, demo_time)
print("short case, sum to tick 3: " + " ".join(f"{x:.6f}" for x in demo_cut))
print("short case, reference: " + " ".join(f"{x:.6f}" for x in demo_exact))
print(f"short case, error and tail: {np.abs(demo_exact-demo_cut).sum():.6f}, "
      f"{demo_tail[3]:.6f}")
print(f"pulse mean tick count q: {q_pulse:.2f}")
for last, error, missing in cut_records:
    print(f"pulse cut M={last}: error {error:.4e}, tail {missing:.4e}")
print(f"pulse M for tail 1e-10: {last_pulse}; prior bound {prior_bound:.2e}")
print(f"same tail with doubled clock: M={last_double}")
print(f"largest relative coverage error, tight run: {relative_error:.1e}")
print("coverages after pulse: " + " ".join(f"{x:.6e}" for x in after_pulse))
print("coverages after purge: " + " ".join(f"{x:.6e}" for x in after_purge))
print(f"purge M for tail 1e-10: {last_purge}")
print("Ga deposited per cycle: "
      f"{after_purge[2:].sum() * lattice / 2:.4f} nm; "
      f"full layer {lattice / 2:.4f} nm")
print(f"two-stage error, combined tail: {cycle_error:.5e}, {combined:.5e}")
print(f"rescaling error / tail, irreversible step: {sharp_ratio:.3f}")
print(f"slow clock (half rate), t={short * 1e3:.4f} ms, M=1: "
      f"lowest coverage {negative.min():.4f}")
print(f"q=40: Taylor error {taylor_error:.2e}, "
      f"uniformisation error {series_error:.1e}")
print(f"effective Langmuir rate, slow eigenvalue: {effective:.5f}, "
      f"{slow:.5f} 1/s")
print("Ga coverage at early time, pulse end: "
      f"{gallium[0]:.5f}, {gallium[1]:.5f}")
print("Langmuir coverage at same times: "
      f"{1 - np.exp(-effective * early):.5f}, "
      f"{1 - np.exp(-effective * pulse):.5f}")
print(f"neglected-effect inputs: repulsion {repulsion} eV x {neighbours}, "
      f"blocking {blocking}")
print(f"further inputs: migration gain {migration_gain} eV, "
      f"rise {rise_time} s, offset {offset} K")
for name, shift in effects.items():
    print(f"Ga coverage shift, {name}: early {shift[0]:+.5f}, "
          f"pulse end {shift[1]:+.5f}")
print(f"gas mean free path for {diameter} nm diameter: "
      f"{free_path * 100:.1f} cm")
print(f"initial reaction probability per impact: {effective / impacts:.4f}")
print(f"pulse tick count for {weak_energy:.1f} eV adduct: {weak_count:.3e}")
print("all tests passed")
```

Printed output:

```
surface, gas temperature: 720, 300 K
pressure: 1.0e-04 Torr; molecular mass: 114.8 u
lattice constant: 0.565 nm; prefactor: 1e+13 1/s
barriers desorb, react, methyl loss, GaCH3 loss: 1.30, 1.35, 1.90, 2.10 eV
trapping, remethylation probabilities: 0.5, 0.05
pulse, purge, early time: 1.0, 1.0, 0.2 s
site density: 6.265e+14 1/cm2
impact flux: 1.893e+16 1/(cm2 s)
impacts per site: 30.212 1/s
adsorb, desorb, react: 15.106, 7950.61, 3551.53 1/s
methyl loss, GaCH3 loss, methyl regain: 0.5019, 0.01998, 1.5106 1/s
clock rate: 11502.14 1/s
short case from adduct: t = 0.1 ms, q = 1.15021
tick 0: weight 0.316569, state 0.000000 1.000000 0.000000 0.000000
tick 1: weight 0.364122, state 0.691229 0.000000 0.308771 0.000000
tick 2: weight 0.209409, state 0.690321 0.000908 0.308757 0.000013
tick 3: weight 0.080289, state 0.690043 0.000907 0.309024 0.000027
short case, sum to tick 3: 0.451654 0.316832 0.201898 0.000005
short case, reference: 0.472076 0.316859 0.211059 0.000006
short case, error and tail: 0.029611, 0.029611
pulse mean tick count q: 11502.14
pulse cut M=11752: error 9.9689e-03, tail 9.9689e-03
pulse cut M=11903: error 9.8667e-05, tail 9.8667e-05
pulse cut M=12016: error 9.5655e-07, tail 9.5655e-07
pulse M for tail 1e-10: 12191; prior bound 1.55e-09
same tail with doubled clock: M=23976
largest relative coverage error, tight run: 2.3e-13
coverages after pulse: 1.281718e-02 1.683818e-05 7.952647e-01 1.919013e-01
coverages after purge: 2.520997e-02 0.000000e+00 4.719325e-01 5.028575e-01
purge M for tail 1e-10: 12191
Ga deposited per cycle: 0.2754 nm; full layer 0.2825 nm
two-stage error, combined tail: 2.95219e-02, 2.95219e-02
rescaling error / tail, irreversible step: 2.000
slow clock (half rate), t=0.3478 ms, M=1: lowest coverage -0.1353
q=40: Taylor error 4.05e+00, uniformisation error 1.6e-15
effective Langmuir rate, slow eigenvalue: 4.66433, 4.66010 1/s
Ga coverage at early time, pulse end: 0.60509, 0.98717
Langmuir coverage at same times: 0.60658, 0.99057
neglected-effect inputs: repulsion 0.02 eV x 4, blocking 0.5
further inputs: migration gain 0.2 eV, rise 0.05 s, offset 5.0 K
Ga coverage shift, repulsion: early -0.09985, pulse end -0.08155
Ga coverage shift, blocking: early -0.06113, pulse end -0.03354
Ga coverage shift, migration: early +0.27624, pulse end +0.01270
Ga coverage shift, rise: early -0.10091, pulse end -0.00247
Ga coverage shift, offset: early +0.00122, pulse end -0.00052
gas mean free path for 0.7 nm diameter: 14.3 cm
initial reaction probability per impact: 0.1544
pulse tick count for 1.0 eV adduct: 1.004e+06
all tests passed
```
